# Sampling a truncated power-law recoil spectrum and finding its median

## Problem

A Monte Carlo code for ion implantation follows an ion from collision to collision. In each collision a target atom, initially at rest, receives a recoil energy $T$. Over a limited range the number of recoils per unit energy is modelled by

$$p(T)=C\,T^{-3/2},\qquad a\le T\le b,$$

with $p=0$ elsewhere, $a=10$ eV and $b=1000$ eV. The ion energy is held fixed, and atoms set in motion by other recoils are not counted.

1. Show that a repulsive potential $V(r)=K/r^2$ leads to the exponent $3/2$ when deflections are small.
2. Find $C$ and the function $T(u)$ that turns a random number $u$, uniform on $[0,1]$, into a recoil energy with density $p(T)$.
3. Find the median recoil energy. Examine its limits and its dependence on $a$ and $b$.
4. Find the mean recoil energy, and the energy below which recoils carry half of the total recoil energy.
5. Estimate the statistical error of a median obtained from $N$ independent samples.
6. Judge how well the median would hold for boron ions of 10 to 100 keV in silicon.

## Solution

### 1. Where the exponent comes from

Let the ion pass with speed $v$ and impact parameter $s$, the distance by which it would miss the atom if undeflected. For a small deflection, the force may be evaluated along the undisturbed straight path, with the atom still in its original place. Then $r^2=s^2+x^2$ with $x=vt$.

The force has magnitude $-dV/dr=2K/r^3$. Its component perpendicular to the path is this magnitude times $s/r$. The components along the path cancel between approach and departure. The momentum given to the atom is therefore

$$\Delta P=\int_{-\infty}^{\infty}\frac{2Ks}{r^4}\,dt
=\frac{2Ks}{v}\int_{-\infty}^{\infty}\frac{dx}{(s^2+x^2)^2}.$$

The substitution $x=s\tan\alpha$ gives $dx=s\,d\alpha/\cos^2\alpha$ and $s^2+x^2=s^2/\cos^2\alpha$, so the last integral becomes

$$\frac{1}{s^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2s^3}.$$

Hence $\Delta P=\pi K/(vs^2)$. An atom of mass $M_2$ recoils with

$$T=\frac{(\Delta P)^2}{2M_2}=\frac{\pi^2K^2}{2M_2v^2s^4}.$$

Closer collisions transfer more energy, so every impact parameter smaller than $s$ gives a recoil above $T(s)$. Ions arrive uniformly over the area perpendicular to their path. The number of recoils above $T$ is thus proportional to the area

$$\sigma(>T)=\pi s^2=\frac{\pi^2K}{v\sqrt{2M_2}}\,T^{-1/2}.$$

The number per unit energy is the negative derivative of this area, because $\sigma(>T)$ decreases as $T$ rises:

$$-\frac{d\sigma}{dT}=\frac{\pi^2K}{2v\sqrt{2M_2}}\,T^{-3/2}.$$

The same argument applies to $V=K/r^n$ with $n>0$. The perpendicular force is $nKs/r^{n+2}$ and the collision lasts for a time proportional to $s/v$. Thus $\Delta P\propto s^{-n}$, $T\propto s^{-2n}$ and $\sigma(>T)\propto T^{-1/n}$. The spectrum is $T^{-q}$ with

$$q=1+\frac1n .$$

An unscreened Coulomb potential, $n=1$, gives $q=2$. The steeper potential $n=3$ gives $q=4/3$. The value $3/2$ belongs to $n=2$, which can imitate a screened Coulomb potential over a limited range of distances.

### 2. Normalization and inversion

The total probability must be one. Since the antiderivative of $T^{-3/2}$ is $-2T^{-1/2}$,

$$1=C\int_a^bT^{-3/2}dT=2C\left(a^{-1/2}-b^{-1/2}\right),$$

$$C=\frac{1}{2\left(a^{-1/2}-b^{-1/2}\right)}.$$

Here $a^{-1/2}=0.316228$ and $b^{-1/2}=0.031623$, both in eV$^{-1/2}$. Their difference is $0.284605$ eV$^{-1/2}$, so $C=1.757$ eV$^{1/2}$.

The probability that a recoil has an energy no greater than $T$ is

$$F(T)=C\int_a^T t^{-3/2}dt
=\frac{a^{-1/2}-T^{-1/2}}{a^{-1/2}-b^{-1/2}}.$$

It rises strictly from $F(a)=0$ to $F(b)=1$, so each $u$ corresponds to one energy. Setting $F(T)=u$ and multiplying by the denominator gives

$$a^{-1/2}-T^{-1/2}=u\left(a^{-1/2}-b^{-1/2}\right).$$

Isolating $T^{-1/2}$ and raising both sides to the power $-2$ yields

$$T(u)=\left[a^{-1/2}-u\left(a^{-1/2}-b^{-1/2}\right)\right]^{-2}.$$

The bracket lies between $b^{-1/2}$ and $a^{-1/2}$ and is positive, so no ambiguity of sign arises.

This function produces the required density. Because $F$ increases, the statement $T(u)\le t$ is equivalent to $u\le F(t)$. For uniform $u$, the probability of the latter is $F(t)$ itself. The samples therefore have cumulative probability $F$, and its derivative is $p$.

Some values show how unevenly the energies are spread:

- $u=0.10$ gives 12.08 eV.
- $u=0.25$ gives 16.65 eV.
- $u=0.75$ gives 94.67 eV.
- $u=0.90$ gives 277.01 eV.

A quarter of the recoils lie within 7 eV of the lower limit, while the highest tenth spreads over more than 700 eV.

### 3. The median

The median $T_{\rm med}$ has half of the recoils below it, so $u=1/2$. The inverse function gives

$$T_{\rm med}^{-1/2}=a^{-1/2}-\tfrac12\left(a^{-1/2}-b^{-1/2}\right)
=\frac{a^{-1/2}+b^{-1/2}}2 .$$

The midpoint is taken in $T^{-1/2}$, not in $T$. Putting the two terms over a common denominator,

$$T_{\rm med}^{-1/2}=\frac{\sqrt a+\sqrt b}{2\sqrt{ab}},
\qquad
T_{\rm med}=\frac{4ab}{(\sqrt a+\sqrt b)^2}.$$

Dividing numerator and denominator by $b$ gives a convenient form for the numbers:

$$T_{\rm med}=\frac{4a}{\left(1+\sqrt{a/b}\right)^2}
=\frac{40\ \text{eV}}{(1.1)^2}=33.06\ \text{eV}.$$

The median is approximately **33 eV**, or $5.3\times10^{-18}$ J. Numerical integration of the density, followed by a search for the energy that halves the integral, gives the same 33.06 eV.

Two limits make the formula easier to judge. When $b\gg a$, the median approaches $4a$, here 40 eV. It stays finite although the spectrum then has no upper end, because the integral of $T^{-3/2}$ converges at high energy. When the interval is narrow, put $b=a(1+\varepsilon)$ with $\varepsilon\ll1$. Then $b^{-1/2}\approx a^{-1/2}(1-\varepsilon/2)$, and the average of the two inverse roots is $a^{-1/2}(1-\varepsilon/4)$. Thus $T_{\rm med}\approx a(1+\varepsilon/2)$, the ordinary midpoint, as expected for a density that hardly varies across the interval.

For the dependence on the limits, take the logarithm:

$$\ln T_{\rm med}=\ln4+\ln a+\ln b-2\ln(\sqrt a+\sqrt b).$$

Since $d\sqrt a/d\ln a=\sqrt a/2$, differentiation at fixed $b$ gives

$$\frac{\partial\ln T_{\rm med}}{\partial\ln a}
=1-\frac{\sqrt a}{\sqrt a+\sqrt b}
=\frac{\sqrt b}{\sqrt a+\sqrt b}=0.909 .$$

Exchanging $a$ and $b$ gives $0.091$ for the upper limit. A one percent increase of the lower limit raises the median by about 0.91 percent; the same relative increase of the upper limit raises it by about 0.09 percent. The two numbers add to one because multiplying both limits by a common factor multiplies the median by that factor. The result is chiefly a statement about the lower cutoff.

### 4. The mean and the division of energy

The mean is

$$\langle T\rangle=C\int_a^bT^{-1/2}dT=2C(\sqrt b-\sqrt a).$$

Rewriting the normalization constant as

$$C=\frac{\sqrt{ab}}{2(\sqrt b-\sqrt a)}$$

leaves $\langle T\rangle=\sqrt{ab}=100$ eV, three times the median. Rare energetic recoils raise the mean. From $F(100\ \text{eV})=(0.316228-0.1)/0.284605=0.76$, about 76 percent of recoils lie below it.

The energy carried by recoils between $a$ and $T$ is proportional to $\int_a^Tt^{-1/2}dt=2(\sqrt T-\sqrt a)$. Half of the total is reached at $T_E$, where

$$\sqrt{T_E}-\sqrt a=\tfrac12(\sqrt b-\sqrt a).$$

Therefore

$$T_E=\left(\frac{\sqrt a+\sqrt b}{2}\right)^2=302.5\ \text{eV}.$$

Here $T_E^{-1/2}=0.0575$ eV$^{-1/2}$, so $F(T_E)=(0.3162-0.0575)/0.2846=0.91$. About 9 percent of the recoils carry half of the energy. The median of 33 eV describes a typical collision; it does not say where most of the energy goes.

### 5. Statistical error of a sampled median

Each of $N$ samples falls below the true median with probability $1/2$. The number below it has variance $N\cdot\frac12\cdot\frac12=N/4$. As a fraction of $N$, its standard deviation is $\sqrt{N/4}/N=1/(2\sqrt N)$.

Near the median, a small energy shift $\delta T$ changes the cumulative probability by $p(T_{\rm med})\,\delta T$. The sample median must shift enough to compensate for the fluctuation in the fraction. For large $N$ its standard error is therefore

$$\Delta T_{\rm med}\approx\frac{1}{2p(T_{\rm med})\sqrt N}.$$

With $p(T_{\rm med})=1.757/(33.06)^{3/2}=0.00924$ eV$^{-1}$ and $N=200000$, this is 0.121 eV. A run of that size gave a median of 32.952 eV, which is 0.106 eV below the true value and within one standard error. When the range was divided into twelve bins of equal logarithmic width, the largest deviation of a count from its expected value was 2.82 standard deviations. That is on the high side, but inside the adopted limit of five.

The error law was also tested with 600 runs of 2001 samples. The observed standard deviation of their medians was 1.207 eV, against a prediction of 1.209 eV. A spread estimated from 600 runs is itself uncertain by about 3 percent, so the law is confirmed to that level and the closer agreement is chance.

### 6. Boron in silicon

The comparison below uses rough masses $M_1=11$ u and $M_2=28$ u. Decimals are kept only to compare the calculations with one another; the models and rough inputs do not support that precision for real silicon. Apart from the changes named, the recoil limits remain 10 and 1000 eV.

**A screened potential.** A more realistic interaction is the universal potential of Ziegler, Biersack and Littmark,

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\Phi(r/\ell),$$

where $Z_1=5$, $Z_2=14$, and $\Phi$ is a fixed sum of four decaying exponentials that describes screening by electrons. The screening length is $\ell=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})=0.01427$ nm, with $a_0$ the Bohr radius.

The small-angle approximation can be dropped as well. In relative motion, angular momentum gives $r^2\dot\varphi=sv$. Energy conservation gives $\dot r^2=v^2(1-V/E_c-s^2/r^2)$, where $E_c=EM_2/(M_1+M_2)$ for ion energy $E$. Dividing $\dot\varphi$ by $|\dot r|$ and integrating over both halves of the path from the closest distance $r_0$, the deflection is

$$\theta=\pi-2s\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-s^2/r^2}}.$$

In the centre-of-mass frame the atom keeps its speed $M_1v/(M_1+M_2)$ and its velocity turns by $\theta$. The change of velocity is $2\sin(\theta/2)$ times that speed, so

$$T=T_{\max}\sin^2\frac\theta2,\qquad
T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}E .$$

Equal areas of impact parameter are equally likely. If $s_a$ and $s_b$ produce recoils of 10 and 1000 eV, the median collision has $s^2=(s_a^2+s_b^2)/2$. No power law is assumed. The resulting medians, with changes relative to 33.06 eV, are:

- 100 keV ion: 30.94 eV, a change of $-6.4$ percent.
- 30 keV ion: 34.51 eV, a change of $+4.4$ percent.
- 10 keV ion: 37.76 eV, a change of $+14.2$ percent.

These values depend on the screening function chosen. With the Firsov screening length, Molière screening gives 30.4, 32.5 and 33.6 eV and Kr-C screening gives 30.3, 33.0 and 35.9 eV for the same three energies. The rise of the median with falling ion energy is common to all three, but the value at 10 keV is uncertain by about 4 eV.

As a control, the same calculation was made for a 100 keV ion with $V=K/r^2$, where $K$ was set to match the universal potential at $r=\ell$. It gave 33.061 eV. Finite deflection angles thus matter little for that potential. For the universal potential, the straight-path approximation of part 1 gives 31.17 eV at 100 keV instead of 30.94 eV, so about nine tenths of the change comes from the shape of the potential and the rest from finite deflection. At 10 keV finite deflection lowers the median by 0.9 eV.

The sign of the change can be understood from $q=1+1/n$. Repeating the median calculation for $p\propto T^{-q}$ with $q\ne1$ gives

$$T_{\rm med}^{1-q}=\frac{a^{1-q}+b^{1-q}}2 .$$

For $q=4/3$ the median is 44.55 eV, and for $q=2$ it is 19.80 eV. A steeper spectrum has a lower median. The impact parameter that gives a 10 eV recoil is 0.0257 nm at 100 keV but 0.0441 nm at 10 keV. The faster ion therefore probes distances with less screening, where the potential is closer to the Coulomb form and $q$ is closer to 2. This accounts for the direction of the trend, but the shift is modest and a single exponent does not describe the whole screened spectrum: between 10 and 1000 eV the local exponent rises from 1.43 to 1.77 at 100 keV and from 1.34 to 1.64 at 10 keV. The single exponents that reproduce the two medians are 1.54 and 1.42.

**The upper limit.** A 100 keV boron ion can transfer up to 81.0 keV in a head-on collision. Extending the screened spectrum from 1000 eV to this maximum raises its median from 30.94 to 33.00 eV. The near agreement with the original answer is a cancellation between two changes, not evidence that both are absent. At lower ion energy the two changes add: the same extension gives 37.8 eV at 30 keV and 42.1 eV at 10 keV.

**The lower limit.** The energy needed to displace a silicon atom permanently depends on the direction of the recoil, and values from about 13 to 36 eV are in use; as lower cutoffs they give power-law medians from 42 to 102 eV. Take 15 eV as an example. In the power-law model the fraction of recoils below this value is

$$F(15\ \text{eV})=\frac{0.3162-0.2582}{0.2846}=0.204 .$$

If only recoils above 15 eV are counted, the median becomes 47.62 eV, or 44 percent above the original result. With the universal potential the same change of cutoff raises the median by 39 to 41 percent. For a cutoff of 15 eV or more, this is the largest of the changes considered here that keep the single-collision picture of boron in silicon; at 13 eV it is comparable to the 42.1 eV found above for a 10 keV ion. A median recoil energy should therefore be quoted together with its cutoff.

**Separate collisions and cascades.** With a rough density of 50 atoms per nm$^3$, the mean spacing is $50^{-1/3}$ nm. A circle whose area is the square of this spacing has a radius of 0.153 nm. The largest impact parameter above, 0.0441 nm, is well inside it, which supports treating these collisions one at a time. It does not justify neglecting the binding of an atom that receives only 10 eV, nor does it cover ions channelled along crystal rows.

Real implants also produce secondary recoils. If their inclusion steepened the whole spectrum to $T^{-2}$, taken here as an illustrative case, the median would fall to 19.80 eV, 40 percent below the single-collision value. The 33 eV result is thus suited to checking a sampling routine or describing primary recoils within the stated limits at a fixed ion energy (an ion that has slowed to 1 keV can transfer at most 810 eV; for recoils from 10 eV up to that maximum the median is about 43 eV with the universal potential, 42 eV with Kr-C and 37 eV with Molière screening). It should not be used as the typical energy of all moving atoms, or as a measure of damage.

## Values computed for the example and the checks

```
Lower recoil limit: 10 eV
Upper recoil limit: 1000 eV
Lower limit to power -1/2: 0.316228 eV^-1/2
Upper limit to power -1/2: 0.031623 eV^-1/2
Normalization C: 1.75682 eV^1/2
Median, closed formula: 33.0579 eV
Median, numerical half point: 33.0579 eV
Median, main result converted: 5.296e-18 J
Recoil energy at u = 0.10: 12.08 eV
Recoil energy at u = 0.25: 16.65 eV
Recoil energy at u = 0.75: 94.67 eV
Recoil energy at u = 0.90: 277.01 eV
Mean recoil energy: 100.00 eV
Half of recoil energy lies below: 302.50 eV
Log sensitivity to lower limit: 0.9091 (no unit)
Log sensitivity to upper limit: 0.0909 (no unit)
Number of Monte Carlo samples: 200000 (no unit)
Sample median: 32.952 eV
Predicted standard error: 0.121 eV
Largest bin deviation: 2.82 standard deviations
Small runs: 600 runs of 2001 samples
Small runs, observed median spread: 1.207 eV
Small runs, predicted spread: 1.209 eV
Median for exponent 4/3: 44.55 eV
Median for exponent 2: 19.80 eV
Rough ion and target masses: 11, 28 u
Universal screening length: 0.01427 nm
Inverse-square scattering median: 33.061 eV
Screened median, 100 keV ion: 30.94 eV
  change from power law: -6.4 %
  impact parameter at lower limit: 0.0257 nm
Screened median, 30 keV ion: 34.51 eV
  change from power law: 4.4 %
  impact parameter at lower limit: 0.0347 nm
Screened median, 10 keV ion: 37.76 eV
  change from power law: 14.2 %
  impact parameter at lower limit: 0.0441 nm
Rough silicon atom density: 50 nm^-3
Radius of area per atom: 0.1531 nm
Kinematic maximum, 100 keV ion: 81.0 keV
Screened median up to that maximum: 33.00 eV
Rough displacement threshold: 15 eV
Fraction of recoils below it: 20.4 %
Median with cutoff at threshold: 47.62 eV
```
